# Ion Mass from a Collisionless Child Sheath: Is It Argon?

## Problem

A flat wall is biased negatively with respect to a plasma. Singly charged positive ions cross the sheath in front of it and carry a steady current density of 7.7 A/m² to the wall. The sheath is 3.0 mm thick, and the voltage across it is 400 V.

Treat it as an ideal Child sheath: the ions start from rest at the sheath edge, they do not collide, there are no electrons in the sheath, and the electric field vanishes at the edge.

(a) Derive the relation between current density, voltage, thickness and ion mass.

(b) Find the ion mass and compare it with that of argon, 39.95 u.

(c) Decide whether the data, rounded as they are, identify the ion.

The current density is that of the ions alone. Any current of secondary electrons leaving the wall must be subtracted from a measured wall current first.

## Hints

1. Measure the potential as a positive drop $V(x)$ from the sheath edge. What speed does an ion have after falling through $V$?
2. In a steady state no ions pile up anywhere. What does this say about the product of density and speed?
3. Poisson's equation then contains only $V$ and constants. Multiplying it by $V'$ makes both sides total derivatives.
4. For the number, find the speed at the wall first. It can be written without the unknown mass.
5. For part (c), ask which of the three data enters the mass with the highest power.

## Solution

### (a) The Child law

The algebra is in atomic units, where $e=m_e=4\pi\varepsilon_0=1$. Let $x$ run from the sheath edge, $x=0$, to the wall, $x=s$. The electrostatic potential is $\phi=-V$, with $V(0)=0$ and $V'(0)=0$. A plain $V$ in the final formulas means the full voltage $V(s)$.

An ion of mass $M$ starts at rest and gains the energy $V$, so

$$\frac{Mv^2}{2}=V(x),\qquad v=\sqrt{\frac{2V}{M}} .$$

The current density $J=nv$ is the same at every $x$, because the flow is steady and ions are neither created nor lost. The ion density is therefore

$$n=\frac{J}{v}=J\sqrt{\frac M2}\;V^{-1/2}.$$

Poisson's equation is $\phi''=-4\pi n$. With $\phi=-V$ both signs change, and

$$V''=4\pi n=4\pi J\sqrt{\frac M2}\;V^{-1/2}.$$

Multiply by $V'$. The left side becomes $(V'^2/2)'$. On the right, $V^{-1/2}V'=(2V^{1/2})'$. Integration from the edge, where both $V$ and $V'$ vanish, leaves no constant:

$$\frac{V'^2}{2}=8\pi J\sqrt{\frac M2}\;V^{1/2},
\qquad V'^2=C\,V^{1/2},\qquad C=16\pi J\sqrt{\frac M2}.$$

The drop grows towards the wall, so the positive root applies. Separating the variables gives

$$V^{-1/4}\,dV=C^{1/2}dx,\qquad \frac43V^{3/4}=C^{1/2}x .$$

Thus $V(x)$ is proportional to $x^{4/3}$. The density varies as $V^{-1/2}$, that is, as $x^{-2/3}$. It diverges at the edge because the ions are at rest there, but the charge per unit area stays finite, since $x^{-2/3}$ can be integrated from zero.

Now set $x=s$ and square:

$$\frac{16}{9}V^{3/2}=16\pi J\sqrt{\frac M2}\;s^2
\quad\Longrightarrow\quad
J=\frac{1}{9\pi}\sqrt{\frac2M}\,\frac{V^{3/2}}{s^2}.$$

This is the Child law. Solving it for the mass gives

$$M=\frac{2V^3}{81\pi^2J^2s^4}.$$

At fixed voltage and thickness, heavier ions carry less current. They move more slowly, so the same space charge is delivered to the wall at a lower rate.

### (b) The mass

The Child law also reads $\sqrt{2/M}=9\pi Js^2/V^{3/2}$. Multiplying by $\sqrt V$ gives the speed at the wall:

$$v_w=\sqrt{\frac{2V}{M}}=\frac{9\pi Js^2}{V}.$$

In atomic units $\varepsilon_0=1/(4\pi)$, so $\pi=1/(4\varepsilon_0)$. In SI units the formula is therefore

$$v_w=\frac{9Js^2}{4\varepsilon_0V}
=\frac{9(7.7)(3.0\times10^{-3})^2}{4(8.8542\times10^{-12})(400)}\ \text{m/s}
=4.403\times10^4\ \text{m/s}.$$

The energy at the wall is $eV$, and hence

$$M=\frac{2eV}{v_w^2}
=\frac{2(1.6022\times10^{-19})(400)}{(4.4026\times10^4)^2}\ \text{kg}
=6.61\times10^{-26}\ \text{kg}=39.8\ \text{u}.$$

This is 0.3 % below the mass of argon. In the other direction, argon at 400 V and 3.0 mm should carry 7.69 A/m², which rounds to the given 7.7 A/m².

The derivation can be checked by integrating Poisson's equation numerically, with an entry energy of only $4\times10^{-8}$ eV to avoid the infinite density at the edge. The mass that produces a drop of 400 V at 3.0 mm is then 39.83 u, against 39.82 u from the formula.

The profile is $V(x)=V(x/s)^{4/3}$. Halfway across, the drop is 158.7 V, less than half the total. The field at the wall is $4V/(3s)=177.8$ V/mm.

### (c) Does this identify argon?

For small changes of the data, the formula for $M$ gives

$$\frac{\delta M}{M}=3\frac{\delta V}{V}-2\frac{\delta J}{J}-4\frac{\delta s}{s}.$$

The thickness enters with the fourth power. If it lies between 2.95 and 3.05 mm, with the other data held fixed, the mass lies between 37.3 and 42.6 u. Allowing also 7.65 to 7.75 A/m² and 399.5 to 400.5 V widens the window to 36.7–43.3 u. The agreement to 0.3 % is thus much closer than the data can guarantee.

Several candidates can be compared through their Child currents at 400 V and 3.0 mm:

| Ion | Mass (u) | Current density (A/m²) |
|---|---:|---:|
| N₂⁺ | 28.01 | 9.18 |
| O₂⁺ | 32.00 | 8.59 |
| Ar⁺ | 39.95 | 7.69 |
| Ca⁺ | 40.08 | 7.68 |
| CO₂⁺ | 44.01 | 7.32 |

The data exclude N₂⁺ and O₂⁺ within the ideal model. CO₂⁺ is excluded only if the 400 V is good to three figures: at 7.65 A/m² and 2.95 mm it fits once the voltage reaches about 403 V, and a range of 395 to 405 V widens the window to 35.4–44.8 u. The data cannot separate argon from calcium, or from any other ion in the window, such as K⁺ at 39.1 u. The correct conclusion is that the mass is consistent with argon. If argon is known to be the feed gas, that knowledge favours argon over calcium; the sheath data alone do not.

## Variation 1: the ions enter with the Bohm energy

*Electrons of temperature 3.0 eV fill the plasma outside the sheath. How does the entry energy of the ions change the inferred mass, if electrons inside the sheath are still ignored?*

Let $T$ be the electron temperature in energy units and $W_0$ the entry energy. Just inside the edge, where the density of both species is $n_s$, a small drop $V$ changes the densities to

$$n_i\approx n_s\left(1-\frac{V}{2W_0}\right),\qquad
n_e\approx n_s\left(1-\frac VT\right).$$

The first follows from continuity and energy conservation, the second from the Boltzmann law. A positive sheath needs $n_i\ge n_e$, hence $W_0\ge T/2$. We take the smallest allowed value, the Bohm energy $W_0=T/2=1.5$ eV.

With $W=V+W_0$, the ion density is $J\sqrt{M/2}\,W^{-1/2}$. The same first integration as before now gives

$$V'^2=C\left(\sqrt W-\sqrt{W_0}\right).$$

Put $a=\sqrt{W_0}$ and $u=\sqrt W-a$, so that $dV=dW=2(u+a)\,du$. Then

$$C^{1/2}s=\int_0^u\frac{2(u'+a)}{\sqrt{u'}}\,du'
=\frac43u^{3/2}+4au^{1/2}
=\frac43u^{1/2}(u+3a).$$

The Child result was $C^{1/2}s=\frac43V^{3/4}$. At fixed $J$, $V$ and $M$, the sheath is therefore thicker by the factor

$$F=\frac{\left(\sqrt W-\sqrt{W_0}\right)^{1/2}\left(\sqrt W+2\sqrt{W_0}\right)}{V^{3/4}}=1.090 .$$

Faster ions at a given $V$ mean less space charge, so a longer distance is needed to build up the same voltage.

Since $C^{1/2}\propto M^{1/4}$, the thickness is $s\propto F\,M^{-1/4}$ at fixed $J$ and $V$. The factor $F$ does not contain $M$. Keeping the measured $s$ thus requires the Child mass to be multiplied by $F^4=1.41$, which gives 56.3 u.

An energy of 1.5 eV seems negligible beside 400 eV, but it enters through a square root. For $\delta=\sqrt{W_0/V}\ll1$, to first order,

$$F\approx(1-\delta)^{1/2}(1+2\delta)\approx1+\frac32\delta .$$

Here $\frac32\sqrt{1.5/400}\approx0.09$, which accounts for the 9 % increase in thickness. The Child limit is recovered as $W_0/V\to0$, but slowly.

## Variation 2: electrons are present in the sheath

*Add Boltzmann electrons to Variation 1. What mass do the data now imply, and what current would a 3.0 mm argon sheath carry?*

The ions enter with the Bohm speed $\sqrt{T/M}$, so $J=n_s\sqrt{T/M}$. Let $\eta=V/T$, and measure length in units of the edge Debye length $\lambda$, where $\lambda^2=T/(4\pi n_s)$. Poisson's equation becomes

$$\eta''=(1+2\eta)^{-1/2}-e^{-\eta}.$$

Multiply by $\eta'$ and integrate from the field-free edge, $\eta=\eta'=0$:

$$\eta'^2=2\left[\sqrt{1+2\eta}+e^{-\eta}-2\right].$$

For small $\eta$ the terms up to $\eta^2$ cancel, leaving $\eta'^2\approx\frac23\eta^3$. The distance $\int d\eta/\eta'$ then diverges at its lower limit. This sheath has no sharp beginning, so its thickness must be counted from a chosen drop $\eta_1$. The 400 V is here the whole drop from $\eta=0$ to the wall, so the voltage across the counted thickness is smaller by $T\eta_1$, which is at most 6 V in the table below. In units of $\lambda$ the thickness is

$$L=\int_{\eta_1}^{V/T}\frac{d\eta}{\sqrt{2\left[\sqrt{1+2\eta}+e^{-\eta}-2\right]}} .$$

For comparison, inserting $J=n_s\sqrt{T/M}$ into $C$ gives $C=16\pi n_s\sqrt{T/2}$. The Child thickness in the same units is

$$L_C=\frac{4V^{3/4}}{3\lambda C^{1/2}}
=\frac{\sqrt2}{3}\left(\frac{2V}{T}\right)^{3/4}.$$

Let $R=L/L_C$. At fixed $T$ and $\eta_1$, $R$ does not depend on $M$, so the argument of Variation 1 multiplies the Child mass by $R^4$. Numerical integration gives:

| Start of sheath, drop (V) | $R$ | Inferred mass (u) |
|---:|---:|---:|
| 1.5 | 1.221 | 88.5 |
| 3.0 | 1.169 | 74.5 |
| 6.0 | 1.119 | 62.5 |

The definition of the edge now matters greatly. For each of these choices the data no longer point to argon. The inferred mass keeps falling as the edge is moved towards the wall. It returns to the window of part (c) at a drop of about 18 V, where the electron density is only about 1 % of the ion density, equals the argon mass at about 22 V, and lies below it for a later edge.

Conversely, fix argon, 400 V and 3.0 mm. Since $s^2\propto R^2/J$, the current is $R^2$ times the Child value. With the edge at a drop of 3.0 V it is 10.5 A/m². Someone who put that current into the Child law would infer 21.4 u.

These numbers can be set beside low-pressure argon sputter etching of a wafer held at a steady negative bias. With an rf bias the sheath voltage and thickness oscillate, and the steady formulas above need not apply. As rough typical values, take 3 eV electrons and gas at 1 mTorr and 300 K. For argon, the given current corresponds to an edge density $n_s=1.8\times10^{10}$ cm⁻³ and to $\lambda=0.096$ mm. With a rough collision cross-section $\sigma=100$ Å², taken to be the same at all ion energies, the mean free path $1/(n_g\sigma)$, where $n_g$ is the gas density, is 31 mm. A fraction $1-e^{-3.0/31}$, or about 9 %, of the ions then collide in the sheath. This is an upper estimate: the cross-section used suits slow ions, while at tens to hundreds of eV the Ar⁺–Ar charge-exchange cross-section is roughly 30 to 40 Å², which gives 3 to 4 %. The resulting shift in mass has not been calculated. Together, the entry energy, the electrons and the choice of edge can move the inferred mass far more than the rounding of the data does, as the edges in the table show. The match with argon in part (b) is therefore a result of the ideal Child model, and not a reliable way to identify the gas in such a reactor. The main computed values are collected in the numerical output below.

## Numbers as computed

```
Ion current density: 7.7 A/m^2
Sheath voltage: 400 V
Sheath thickness: 3.0 mm
Vacuum permittivity: 8.8542e-12 F/m
Elementary charge: 1.6022e-19 C
Atomic mass unit: 1.6605e-27 kg
Ion speed at wall: 4.4026e+04 m/s
Inferred mass: 39.82 u = 6.613e-26 kg
Mass from numerical search: 39.83 u
Argon mass minus inferred: 0.13 u
Difference from argon: -0.32 %
Wall field: 177.8 V/mm
Potential drop at half thickness: 158.7 V
Mass window, all rounding: 36.7 to 43.3 u
Mass window, thickness only: 37.3 to 42.6 u
N2+: mass 28.01 u, Child current 9.18 A/m^2
O2+: mass 32.00 u, Child current 8.59 A/m^2
Ar+: mass 39.95 u, Child current 7.69 A/m^2
Ca+: mass 40.08 u, Child current 7.68 A/m^2
CO2+: mass 44.01 u, Child current 7.32 A/m^2
Electron temperature (rough): 3.0 eV
Bohm entry energy: 1.5 eV
Bohm speed of argon: 2692 m/s
Edge plasma density: 1.79e+10 cm^-3
Edge Debye length: 0.096 mm
Entry energy, thickness factor F: 1.090
Entry energy, mass factor F^4: 1.41
Entry energy, corrected mass: 56.3 u
With electrons, from drop 1.5 V: R = 1.221, mass 88.5 u
With electrons, from drop 3.0 V: R = 1.169, mass 74.5 u
With electrons, from drop 6.0 V: R = 1.119, mass 62.5 u
Real argon current, from drop 3.0 V: 10.5 A/m^2
Child mass read from that current: 21.4 u
Gas pressure (rough): 1.0 mTorr
Gas temperature (rough): 300 K
Collision cross-section (rough): 100 angstrom^2
Ion mean free path: 31 mm
Ions that collide in the sheath: 9 %
```
